# Why Compressive Strain Lowers the Threshold Density of Quantum-Well Lasers

## What heavy holes cost

A laser gives no gain until its upper states are filled and its lower states emptied well enough for stimulated emission to beat absorption. If holes are much heavier than electrons, this is expensive. A modest density of electrons fills the few states near the conduction-band edge, while the same density of holes spreads thinly over many valence states. Electrons must then be injected well beyond half filling to make up for the poor hole occupation.

In the model below, electrons of mass $0.06\,m_0$ and holes of mass $0.5\,m_0$ reach transparency at $1.10\times10^{12}\ \mathrm{cm^{-2}}$. With holes as light as the electrons, $0.45\times10^{12}\ \mathrm{cm^{-2}}$ suffices.

Compressive strain reduces this imbalance. The argument contains two separate effects: fewer hole states lower the transparency density, and more nearly equal masses raise the differential gain at transparency. It also has limits, because in a model with one parabolic subband per band a lighter hole lowers the greatest gain available.

## The solvable model

Take an undoped, neutral well of width $L$, with equal electron and hole sheet densities $n$. Each band is in equilibrium with itself at temperature $T$, and optical transitions conserve the in-plane wave vector $k$. There is one conduction subband of mass $m_c$ and, for now, one parabolic valence subband of mass $m_h=rm_c$. Coulomb effects are left out. Wells are compared at the same photon energy, so the strain-induced change of band gap is taken to be compensated.

Hole energies are counted positive into the valence band. Let $F_c$ and $F_h$ be the quasi-Fermi energies measured into each band from its edge. The occupations are
$$f_c=\frac1{1+e^{(e_c-F_c)/k_BT}},\qquad f_h=\frac1{1+e^{(e_h-F_h)/k_BT}} .$$
Stimulated emission minus absorption is proportional to $f_c-(1-f_h)=f_c+f_h-1$. This is positive when $e_c+e_h<F_c+F_h$. Gain therefore first becomes possible at the lowest transition, $e_c=e_h=0$, and transparency means $F_c+F_h=0$.

**Size of the gain.** In a field of vector-potential amplitude $A_0$, the golden rule gives each pair of states the rate
$$\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m_0}\right)^2|p|^2\,\delta(E-\hbar\omega),$$
and the intensity is $I=n_{\rm op}c\varepsilon_0\omega^2A_0^2/2$, with $n_{\rm op}$ the refractive index. Gain per unit length is net emitted power per volume divided by $I$, so $A_0$ cancels:
$$g=\frac{\pi e^2|p|^2}{n_{\rm op}c\varepsilon_0m_0^2\omega}\;\frac{m_r}{\pi\hbar^2L}\,(f_c+f_h-1).$$
Here $m_r=m_cm_h/(m_c+m_h)$, and $m_r/(\pi\hbar^2)$ is the joint density of states per area, both spins included.

For light polarized in the plane, the heavy-hole orbital $(X\pm iY)/\sqrt2$ gives $|p|^2=|\langle S|p_x|X\rangle|^2/2=m_0E_P/4$, where $E_P=2|\langle S|p_x|X\rangle|^2/m_0$. Using $e^2=4\pi\varepsilon_0\hbar c\,\alpha$,
$$g=C\frac{m_r}{m_0}(f_c+f_h-1),\qquad C=\frac{\pi\alpha E_P}{n_{\rm op}\hbar\omega L}.$$
The slow variation of the prefactor with $\omega$ across the gain spectrum is neglected. The joint density of states is constant and both occupations fall with $k$, so the peak gain lies at the edge.

**Occupation from density.** Integrating the constant density of states $m_c/(\pi\hbar^2)$ over energy gives
$$n=n_c\ln\!\left(1+e^{F_c/k_BT}\right),\qquad n_c=\frac{m_ck_BT}{\pi\hbar^2}.$$
At the edge, $f_c=1-1/(1+e^{F_c/k_BT})=1-e^{-n/n_c}$. For holes $n_c$ is replaced by $rn_c$. The peak gain is therefore
$$g(n)=C\frac{m_r}{m_0}\left(1-e^{-n/n_c}-e^{-n/(rn_c)}\right).$$

## Fewer hole states: lower transparency density

Write $u=e^{-n_{tr}/n_c}$ and $v=e^{-n_{tr}/(rn_c)}=u^{1/r}$. Transparency is
$$u+u^{1/r}=1,\qquad n_{tr}=-n_c\ln u .$$
For $0<u<1$, raising $r$ at fixed $u$ raises $u^{1/r}$. The left side also rises with $u$, so $u$ must fall to restore the sum. Hence $n_{tr}$ increases with $r$ at fixed $m_c$. For equal masses $u=1/2$ and $n_{tr}=n_c\ln2$.

At transparency $f_c=1-u$ and $f_h=1-v=u$. For $m_h=0.5\,m_0$, $r=8.33$ and $u=0.184$: the electron edge state is 82% full and the hole edge state 18% full. That is the imbalance described at the start.

## Symmetry: higher differential gain

Differentiate the peak gain at transparency:
$$\frac{dg}{dn}=C\frac{m_r}{m_0}\left(\frac{u}{n_c}+\frac{v}{rn_c}\right).$$
Since $m_r=m_c\,r/(1+r)$, this becomes
$$\frac{dg}{dn}=\frac{C}{n_c}\frac{m_c}{m_0}\,h,\qquad h=\frac{ru+v}{1+r}.$$
From $v=u^{1/r}$ we have $r=\ln u/\ln v$. Inserting this and multiplying numerator and denominator by $\ln v$,
$$h=\frac{u\ln u+v\ln v}{\ln u+\ln v}.$$
To find its greatest value, subtract $1/2$ and use $v-\tfrac12=-(u-\tfrac12)$:
$$h-\frac12=\frac{(u-\frac12)(\ln u-\ln v)}{\ln(uv)}\le0 .$$
The two factors in the numerator have the same sign, and the denominator is negative. Equality requires $u=v=1/2$, that is, $r=1$.

The fall away from this maximum is steady. The quantity $-u\ln u-v\ln v$ decreases as $u$ leaves $1/2$, while $-\ln(uv)$ increases, so their ratio $h$ decreases.

Because $n_c\propto m_c$, the factor $m_c/n_c$ does not depend on mass. Scaling both masses together changes $n_{tr}$ but leaves $dg/dn$ at transparency unchanged. Lightness by itself thus lowers the density, and equality of the masses raises the differential gain at transparency. A hole lighter than the electron would lower $n_{tr}$ further but reduce $dg/dn$ there. At a fixed positive gain the optimum moves to $r>1$. With the parameters used below it lies near $r=1.2$ at $800\ \mathrm{cm^{-1}}$ and near $r=1.6$ at $2500\ \mathrm{cm^{-1}}$.

## How strain makes the hole lighter in the plane

The top valence states have angular momentum $J=3/2$. In the spherical Luttinger model, which leaves out the split-off band, the hole Hamiltonian is
$$H=K\left[\left(\gamma_1+\tfrac52\gamma\right)\mathbf k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],\qquad K=\frac{\hbar^2}{2m_0}.$$
Heavy holes have $J_z=\pm\frac32$, so $\langle J_z^2\rangle=\frac94$ and $\langle J_x^2\rangle=\frac12(\frac{15}4-\frac94)=\frac34$. Their diagonal energy is
$$K\left[(\gamma_1+\gamma)k^2+(\gamma_1-2\gamma)k_z^2\right].$$
They are heavy along the growth axis $z$ and light in the plane. For light holes, $J_z=\pm\frac12$, the same calculation gives $K[(\gamma_1-\gamma)k^2+(\gamma_1+2\gamma)k_z^2]$.

This in-plane lightness is spoiled by coupling between the two kinds. The case $k_z=0$ in bulk shows how. Let the light-hole edge lie $\Delta$ deeper. The matrix element $\langle\frac32|J_x^2|{-\frac12}\rangle=\frac{\sqrt3}2$ gives the coupling $-\sqrt3\gamma Kk^2$, and the lower hole energy is
$$E=\gamma_1Kk^2+\frac\Delta2-\sqrt{\left(\frac\Delta2-\gamma Kk^2\right)^2+3\gamma^2K^2k^4}.$$
For $2\gamma Kk^2\ll\Delta$ the root is approximately $\Delta/2-\gamma Kk^2$, and $E\approx(\gamma_1+\gamma)Kk^2$, a light hole. For $2\gamma Kk^2\gg\Delta$ the root tends to $2\gamma Kk^2$, and the curvature becomes $\gamma_1-2\gamma$, a heavy hole. A larger splitting therefore extends the light part of the band to higher energy.

**The splitting.** Let the in-plane strain be $\varepsilon<0$. Zero stress on the growth face requires $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$. The shear part of the hole strain energy is $b\sum_i(J_i^2-\frac54)\varepsilon_{ii}$, with $b<0$. For heavy holes the three brackets are $-\frac12,-\frac12,1$, so their shift is
$$b(\varepsilon_{zz}-\varepsilon)=-b\varepsilon\left(1+\frac{2C_{12}}{C_{11}}\right)<0,$$
because $b\varepsilon>0$. Light holes shift by the opposite amount. Compression thus puts the heavy hole on top of the valence band, separated by
$$\Delta=2|b\varepsilon|\left(1+\frac{2C_{12}}{C_{11}}\right).$$

**The edge mass in a well.** With hard walls, $k_z=-i\,d/dz$ acts on sine functions. The element $\langle\frac32|J_xJ_z+J_zJ_x|\frac12\rangle=\sqrt3$ couples HH1, the lowest heavy-hole subband, to light-hole level $m$ with strength $2\sqrt3\gamma Kk\,d_m$, where
$$d_m=\left|\frac2L\frac{m\pi}L\int_0^L\sin\frac{\pi z}L\cos\frac{m\pi z}L\,dz\right|=\frac{4m}{L(m^2-1)}$$
for even $m$, and zero for odd $m$. Second-order perturbation theory lowers the hole energy by the squared coupling over the energy gap. Dividing by $Kk^2$,
$$\frac{m_0}{m_\parallel}=\gamma_1+\gamma-12\gamma^2K\sum_{m\ \rm even}\frac{d_m^2}{E_{LHm}+\Delta-E_{HH1}}.$$
The level energies here are the unstrained ones at $k=0$. The $k^2$ coupling enters first at order $k^4$. Strain enlarges each denominator, and the edge mass falls.

## The density result without effective masses

Real valence subbands are not parabolic, but the statement about $n_{tr}$ survives. Measure hole energy from the heavy-hole band edge. Strain then changes the Hamiltonian to
$$H(\Delta)=H(0)+\Delta P_{LH},$$
where $P_{LH}$ projects onto light-hole components. Its expectation value is never negative. By the min–max principle, the $j$th level is the smallest value, over all $j$-dimensional subspaces, of the largest expectation value within the subspace. Adding a non-negative term cannot lower it. No hole level at any $k$ moves toward the top of the valence band. HH1 at $k=0$ has no light-hole component and stays where it is.

At a given $F_h$ the hole density $p(F_h)$ therefore decreases as $\Delta$ grows. Neutrality at transparency, where $F_c=-F_h$, reads
$$p(F_h)=n_c\ln\left(1+e^{-F_h/k_BT}\right).$$
The left side rises with $F_h$ and the right side falls. Lowering the left-hand curve moves the intersection to larger $F_h$, where the right side, which equals $n_{tr}$, is smaller. So $n_{tr}$ falls.

The proof requires HH1 at $k=0$ to give the lowest transition energy at the start, and the conduction subband to stay the same. It was written for the four $J=3/2$ states. With the split-off band included the strain term becomes $\frac32\Delta P_Z$, where $P_Z$ projects onto the $Z$ orbital. This term is also non-negative and vanishes on HH1 at $k=0$, so the argument carries over. It does not cover tension strong enough to put a light hole on top.

## Numbers for parabolic bands

Take round parameters: $L=8$ nm, $T=300$ K, $m_c=0.06\,m_0$, $\gamma_1=7$, $\gamma=2.5$, $E_P=24$ eV, $\hbar\omega=1.2$ eV and $n_{\rm op}=3.5$. Then $n_c=0.648\times10^{12}\ \mathrm{cm^{-2}}$ and $C=1.64\times10^5\ \mathrm{cm^{-1}}$.

The two limiting curvatures give hole masses $1/(7-5)=0.5$ and $1/(7+2.5)=0.105$ in units of $m_0$. Equal masses are added for comparison. Densities are in $10^{12}\ \mathrm{cm^{-2}}$, and $n_{th}$ is the density at a required material gain of $800\ \mathrm{cm^{-1}}$.

| $m_h/m_0$ | $h$ | $n_{tr}$ | $n_{th}$ |
|---|---|---|---|
| 0.500 | 0.252 | 1.10 | 1.33 |
| 0.105 | 0.474 | 0.59 | 0.71 |
| 0.060 | 0.500 | 0.45 | 0.56 |

For the heavy hole $n_{tr}=-0.648\ln0.184=1.10$. The common factor in the differential gain is $1.64\times10^5\times0.06/0.648\approx1.52\times10^4$, in $\mathrm{cm^{-1}}$ per $10^{12}\ \mathrm{cm^{-2}}$. Multiplying by $h$ gives about 3800, 7200 and 7600 for the three rows.

**Where the advantage ends.** At high density the bracket in $g(n)$ tends to one and the gain to $Cm_r/m_0$. This is $8800\ \mathrm{cm^{-1}}$ for the heavy hole but $6300\ \mathrm{cm^{-1}}$ for the light one. The curves cross near $n=6.7\times10^{12}\ \mathrm{cm^{-2}}$, at a gain of about $6200\ \mathrm{cm^{-1}}$. A laser needing more gain than that would be better served by the heavy hole in this one-subband model. The crossing lies outside the range where that model describes an 8 nm well. There $F_h$ is about 150 meV for the light hole and $F_c$ about 270 meV, while further valence subbands begin 35 and 59 meV from HH1 in the well treated below. The required $800\ \mathrm{cm^{-1}}$ is far below the crossing.

## Numbers for the coupled well

Now let the valence subbands mix, with $b=-1.8$ eV and $C_{12}/C_{11}=0.5$. One per cent compression gives $\Delta=2\times1.8\times0.01\times2=0.072$ eV. The threshold density comes from a spectrum for in-plane polarization with a Gaussian broadening of 6 meV standard deviation. Units are as before.

| Strain | 0 | −0.5% | −1% |
|---|---|---|---|
| HH1 edge mass$/m_0$ | 0.121 | 0.119 | 0.117 |
| $n_{tr}$ | 1.07 | 0.93 | 0.85 |
| $n_{tr}$, HH1 alone | 0.97 | 0.82 | 0.74 |
| $n_{th}$ | 1.58 | 1.34 | 1.20 |
| $dg/dn$ at $n_{tr}$ | 2930 | 3760 | 4350 |

One per cent compression lowers $n_{tr}$ by 21% and $n_{th}$ by 24%, and raises the differential gain at transparency by 48%. The $dg/dn$ row is for the unbroadened edge. At threshold the broadened slope is lower, about 1770 without strain and 2830 at one per cent. The values of $n_{th}$ depend on the broadening, unlike those of the unbroadened parabolic table. For widths from 2 to 10 meV they run from 1.47 to 1.68 without strain and from 1.12 to 1.28 with it, while their ratio stays at 0.76. The numbers belong to a hard-wall well without the split-off band. Including that band 340 meV deeper reduces the three changes to 18%, 21% and 41%.

The edge mass changes by only 3%. Confinement has already separated the first light-hole level from HH1, by 59 meV, so the $k^2$ coupling to it enters only at order $k^4$ and leaves the curvature at the edge alone. The edge-mass formula involves only the even light-hole levels, the nearest of which lies $(4\times12-2)K\pi^2/L^2\approx270$ meV from HH1 without strain. They reduce $m_0/m_\parallel$ from 9.5 to $1/0.121=8.3$, so the band is light at its very edge even without strain. Adding 72 meV to these large denominators brings it back only to 8.5. What strain changes is the band at energies that thermal holes reach. This can be expressed as an equivalent parabolic mass for HH1 alone. Without strain, $u=e^{-0.966/0.648}=0.225$, so $r=\ln u/\ln(1-u)=5.8$ and the mass is $0.35\,m_0$. At one per cent compression the same steps give $u=0.32$, $r=2.9$ and $0.18\,m_0$. The mass that matters is thus a thermal average over the subband, and it halves.

Emptying of the other subbands plays the smaller part. HH1 holds 74% of the holes at transparency without strain and 70% with one per cent compression. Its density falls from $0.740\times1.075=0.795$ to $0.696\times0.851=0.592$, which is about nine tenths of the total reduction. This count compares two different values of $F_h$ and overstates the role of HH1. Giving only HH1 its strained dispersion lowers $n_{tr}$ by 0.16, about three quarters of the total 0.22, and doing so only for the other subbands lowers it by 0.04. The second heavy-hole subband keeps its edge 35 meV from HH1, since strain shifts both edges alike. It is one reason why the well remains short of symmetric.

The rise in differential gain can be traced too. For the coupled bands
$$\frac{dg}{dn}=C\frac{m_r}{m_0}\left(\frac{df_c}{dn}+\frac{df_h}{dn}\right),$$
with $m_r$ taken at the edge, because just above transparency the gain window shrinks to the edge. The lighter edge mass reduces $m_r$ by about 1%. The electron term $Cm_ru/(m_0n_c)$ rises from about 1930 to 2700, because the electrons are less saturated at the lower $n_{tr}$. The remainder, due to holes, rises from about 1000 to 1650. For coupled bands this increase is a computed result for the example, not a theorem. The numerical check checks it, along with the level ordering and the parabolic formulas.

## From density to current

Threshold current follows from the recombination rate at $n_{th}$, and its parts respond differently. If their coefficients stay fixed, recombination through defects scales as $n$ and falls by 24%. Auger recombination, taken as proportional to $n^3$, falls to 44% of its unstrained value. The model does not calculate how strain alters these coefficients, nor does it include absorption between valence subbands.

Radiative recombination needs more care. For parabolic bands with fixed matrix element, its rate is proportional to
$$R=\int_0^\infty f_c(t)\,f_h(t/r)\,dt,\qquad t=\frac{\hbar^2k^2}{2m_ck_BT},$$
where the arguments are kinetic energies over $k_BT$ at the same $k$. At transparency $R=0.19$, $0.28$ and $0.16$ for $r=1$, 5 and 50, so it is not monotonic. The reason for the eventual fall is that $f_h\le u$, which gives $R\le u\,n_{tr}/n_c=-u\ln u$. This vanishes as $r\to\infty$ and $u\to0$. Very heavy holes are so thinly spread that few electrons find one at their own $k$.

A lower transparency density therefore does not by itself guarantee a lower radiative current. In the coupled well the radiative rate at threshold does fall, by 12% at one per cent compression, about half the relative reduction in density. Among losses whose coefficients do not change with strain, the steeper the rise with carrier density, the larger the relative saving in current. The radiative rate is not of this kind. Near threshold it rises roughly as $n^{1.7}$, yet it falls less than the defect term, because strain raises the radiative rate at a given density.

## Computed results

```
well width 8.0 nm; temperature 300 K; kT 25.85 meV
electron mass 0.060 m0; gamma1 7.0; gamma 2.5
b -1.8 eV; C12/C11 0.5; E_P 24 eV
photon 1.2 eV; index 3.5; Gaussian sigma 6 meV
n_c 0.6480 e12 cm^-2; gain constant C 163752 cm^-1
required material gain 800 cm^-1
PARABOLIC BANDS (densities in 1e12 cm^-2)
heavy: hole mass 0.5000 m0; r 8.333; u 0.1839; h 0.2516
  n_tr 1.0972; n_th 1.3337
  dg/dn 3816 cm^-1 per 1e12 cm^-2
  saturated gain 8772 cm^-1; radiative integral 0.2699
light: hole mass 0.1053 m0; r 1.754; u 0.4037; h 0.4736
  n_tr 0.5877; n_th 0.7076
  dg/dn 7182 cm^-1 per 1e12 cm^-2
  saturated gain 6258 cm^-1; radiative integral 0.2421
equal: hole mass 0.0600 m0; r 1.000; u 0.5000; h 0.5000
  n_tr 0.4491; n_th 0.5643
  dg/dn 7582 cm^-1 per 1e12 cm^-2
  saturated gain 4913 cm^-1; radiative integral 0.1931
heavy/light crossing: n 6.711 e12 cm^-2; gain 6241 cm^-1
radiative integral at r = 1, 5, 50: 0.1931, 0.2806, 0.1557
COUPLED WELL (densities in 1e12 cm^-2)
strain 0.0 %: bulk HH-LH splitting 0.0 meV
  next two subband edges from HH1 35.3, 58.8 meV
  HH1 edge mass 0.1210 m0; effective DOS mass 0.4707 m0
  n_tr 1.0743; HH1 share of holes 0.740
  n_tr counting HH1 only 0.9661; n_th 1.5810
  dg/dn 2933 cm^-1 per 1e12 cm^-2
strain -0.5 %: bulk HH-LH splitting 36.0 meV
  next two subband edges from HH1 35.3, 94.0 meV
  HH1 edge mass 0.1190 m0; effective DOS mass 0.3188 m0
  n_tr 0.9323; HH1 share of holes 0.711
  n_tr counting HH1 only 0.8193; n_th 1.3350
  dg/dn 3757 cm^-1 per 1e12 cm^-2
strain -1.0 %: bulk HH-LH splitting 72.0 meV
  next two subband edges from HH1 35.3, 94.0 meV
  HH1 edge mass 0.1174 m0; effective DOS mass 0.2512 m0
  n_tr 0.8504; HH1 share of holes 0.696
  n_tr counting HH1 only 0.7366; n_th 1.2028
  dg/dn 4351 cm^-1 per 1e12 cm^-2
ratios, strain -1 % over unstrained:
  n_tr 0.792; n_th 0.761; dg/dn 1.483
  radiative rate at threshold 0.885; n_th cubed 0.440
```
